Thouless Ratio, Conductance and Correlation Scales in a Micron-Long Metal Film

**The estimate from dimensions**

A disordered metal film has length L along the current, width W, thickness t and volume V = LWt. Electrons diffuse through it with diffusion constant D. Two energies can be formed. The time to diffuse from one contact to the other is of order L²/D, which gives the Thouless energy

E_Th = ħD/L².

The other energy is the mean level spacing of the isolated film. With ν the density of states per unit energy and volume, both spins counted,

Δ = 1/(νV).

Conductance has the dimension of e²/ħ, so if these are the only relevant energies, G/(e²/ħ) is a function of E_Th/Δ. The classical current at fixed D is proportional to the number of states that carry it, hence to ν and to 1/Δ. The function must then be linear:

G ~ (e²/ħ) E_Th/Δ.

The same reasoning gives the scales on which interference changes. Two electron waves differing in energy by δE acquire a relative phase δE·T/ħ during a transit of duration T. With T ~ L²/D, this is of order one when δE ~ E_Th. A change δB of a perpendicular magnetic field shifts the relative phases of paths by 2π times the flux between them, in units of Φ₀ = h/e. Typical paths enclose a fair part of the film, so the field scale is δB ~ Φ₀/(LW).

Dimensions cannot supply the numerical factors. The first relation turns out to have coefficient one in the unit e²/ħ, while the energy scale gains a factor near nine.

**Assumptions and units**

The mean free path l is much shorter than L, and k_F l ≫ 1, where k_F is the Fermi wavenumber. Scattering is elastic and isotropic, the contacts are good, and the electrons stay phase coherent over L. Interactions and spin-orbit scattering are left out. G denotes the classical, Ohmic conductance, and G ≫ e²/h, so that localization is weak. The algebra uses atomic units, e = ħ = m = 1. The unit e²/ħ is then 1, and e²/h is 1/(2π).

**Why the ratio is the conductance**

Consider first the diffusion constant. An electron of speed v makes straight flights whose lengths r are exponentially distributed with mean l, so ⟨r²⟩ = 2l². In three dimensions one third of this belongs to the x direction. Successive flights are independent, and N of them take the time T = Nl/v on average. Therefore

⟨x²⟩ = N·2l²/3 = 2DT = 2DNl/v,

and solving for D gives

D = vl/3.

Next, the density of states. A filled Fermi sphere with two spins contains

n = 2·(4πk_F³/3)/(2π)³ = k_F³/(3π²)

electrons per volume. Since the energy is k²/2, dE = k dk, and

ν = dn/dE = (k_F²/π²)/k_F = k_F/π².

The link between conductivity σ and D follows from equilibrium. Let a weak, slowly varying potential energy U(x) act on the electrons. The particle current has a part driven by the force −dU/dx and a diffusive part:

J = −σ dU/dx − D dn/dx.

In equilibrium the total chemical potential is uniform, so the local Fermi energy is lowered by U and dn/dx = −ν dU/dx. The current vanishes:

0 = −σ dU/dx + Dν dU/dx.

Since dU/dx is not zero,

σ = νD.

For free electrons this is (k_F/π²)(k_F l/3) = k_F² l/(3π²). The Drude expression nτ, with τ = l/k_F, gives (k_F³/3π²)(l/k_F), which is the same.

The conductance of the film is σ times its cross-section divided by its length. Multiplying numerator and denominator by L brings in the volume:

G = σWt/L = νD·WtL/L² = (D/L²)·νV.

The first factor is E_Th and the second is 1/Δ. Restoring units,

G/(e²/ħ) = E_Th/Δ.

This is an identity between classical quantities. Because e²/ħ = 2π e²/h, it can also be written

G/(e²/h) = 2π E_Th/Δ.

The statement that the Thouless ratio "equals" the dimensionless conductance therefore holds with coefficient one for the unit e²/ħ. If each spin-degenerate level is counted once, the spacing is Δ₁ = 2Δ, and

G/(2e²/h) = π E_Th/Δ = 2π E_Th/Δ₁.

Physically, opening the film to its contacts gives each level a width set by the escape rate, and the ratio counts the levels within E_Th. For a film longer than it is wide, interference corrections to G are of order e²/h, a known result that is not derived here; for W ≫ L the correction to the mean conductance grows with W/L, and the following criterion does not apply. At a ratio of one, G is 2π e²/h, so they are still a modest part of it. They become comparable with G, and the classical conductance stops being a good guide, only when the ratio is well below one.

**The correlation energy**

The amplitude for transmission from channel a to channel b is a sum over many paths with nearly random phases. The energy derivative of a path's phase is its duration T. The average of t_ab(E) t_ab*(E+δE), divided by the average of |t_ab|², is therefore the mean of exp(−iδE·T) over transmitted diffusive paths. Call it A.

To find A, release a particle at x₀, close to the contact at x = 0, and let both contacts absorb it. Let P(x) be the time integral of its probability density weighted with exp(−iδE·T). It obeys

D P″ − iδE P = −δ(x − x₀), P(0) = P(L) = 0.

With κ² = iδE/D, the solution for x > x₀ is

P(x) = sinh(κx₀) sinh(κ(L−x)) / (Dκ sinh κL).

For x < x₀ the roles of x and x₀ are exchanged, so P is continuous. The jump of P′ at x₀ is

−[sinh κx₀ cosh κ(L−x₀) + cosh κx₀ sinh κ(L−x₀)]/(D sinh κL) = −1/D,

because the bracket is sinh κL. This is the jump that the source requires. The current into the far contact is

−D P′(L) = sinh κx₀ / sinh κL.

At δE = 0 it becomes x₀/L, the probability of being transmitted. Dividing by that probability and letting κx₀ become small gives

A = κL/sinh κL = √s/sinh √s, s = iδE·L²/D = iδE/E_Th.

A sum of many independent random contributions is a complex Gaussian variable. For Gaussian amplitudes t and t′ with random overall phase, the average of a product of four factors splits into pairs: ⟨|t|²|t′|²⟩ = ⟨|t|²⟩⟨|t′|²⟩ + |⟨t t′*⟩|², since ⟨t t′⟩ = 0. Dividing the covariance |⟨t t′*⟩|² by the variance ⟨|t|²⟩², the correlation of the intensities |t_ab|² is

C = |A|².

Write ω = δE/E_Th and √s = (1+i)a with a = √(ω/2). Then |s| = ω, and

|sinh(a+ia)|² = sinh²a + sin²a = (cosh 2a − cos 2a)/2,

so that

C(ω) = 2ω/(cosh √(2ω) − cos √(2ω)).

I take the value C = 1/2 as the definition of the correlation energy. Solving numerically,

E_c = 9.18 ħD/L².

The large factor has a simple origin. The slowest diffusion mode between absorbing contacts is sin(πx/L), which decays at the rate π²D/L². Escape is therefore about ten times faster than D/L² suggests. The product formula sinh √s/√s = ∏ₙ(1 + s/n²π²) gives C = ∏ₙ 1/(1 + ω²/n⁴π⁴). The first factor alone is one half at ω = π², and the others lower this value slightly.

The conductance sums |t_ab|² over all channel pairs, and correlations between different pairs matter for its fluctuations. Its correlation function is not C. Both are built from pairs of the same diffusive paths, so they should share the energy scale up to a factor of order one. That step is not derived here. The diagrammatic theory of conductance fluctuations, quoted without proof, gives for a long narrow wire with time reversal broken the normalized conductance correlation F = 15 Σₙ [4/|n²π² + s|² + 2 Re 1/(n²π² + s)²], with n = 1, 2, … It equals one half at ω = 7.7, against 9.18 for C. A simulation below examines the scale.

**The correlation field**

Let y run across the film from −W/2 to W/2. A field change δB perpendicular to the film can be described by the vector potential A_x = −δB·y. Up to a sign, it gives a path the extra phase

φ = b∫y dx, b = eδB/ħ.

In the diffusion equation this phase replaces ∂/∂x by ∂/∂x − iby. For W ≪ L the density is nearly uniform across the film, and the equation can be averaged over y:

⟨(∂/∂x − iby)²⟩ = ∂²/∂x² − 2ib⟨y⟩∂/∂x − b²⟨y²⟩ = ∂²/∂x² − b²W²/12,

since ⟨y⟩ = 0 and ⟨y²⟩ = W²/12. The term −Db²W²/12 now stands where −iδE stood before. The previous solution applies with

s = b²W²L²/12 = (2π δΦ/Φ₀)²/12, δΦ = δB·LW.

Now s is real, and C = s/sinh²√s equals 1/2 at s = 2.224. Hence

δΦ_c = Φ₀√(12 × 2.224)/(2π) = 0.822 Φ₀, B_c = 0.822 Φ₀/(LW).

Averaging over y neglects the mixing with non-uniform transverse modes, so the result belongs to a narrow film. A converged two-dimensional solution at W/L = 0.1 gives C = 0.489 at this flux instead of 0.5; the coarse grid of the numerical check, ten points across the film, gives 0.494.

There is a second condition, l ≪ W. The phase variance grows at the rate

2b²∫₀^∞ ⟨y(0)v_x(0) y(T)v_x(T)⟩ dT.

Isotropic scattering erases the memory of v_x, so only the first unscattered flight contributes. If y hardly changes during it, the rate is 2b²(W²/12)⟨v_x²⟩τ = 2b²DW²/12. Half of this is the decay rate found above. If a flight reaches the side walls, y can change sign before v_x is lost. The integral is then smaller, and a larger field is needed.

**A film one micron long**

Take a free-electron film with round parameters: k_F = 1 Å⁻¹, l = 50 Å, L = 10000 Å, W = 1000 Å and t = 200 Å. Then l ≪ W ≪ L, with W/L = 0.1. Using ħ²/m = 7.62 eV Å²,

ħD = (ħ²/m)k_F l/3 = 7.62 × 1 × 50/3 = 127 eV Å²,

E_Th = 127/(10000)² = 1.27×10⁻⁶ eV.

The density of states is

ν = k_F/(π²ħ²/m) = 1/(π² × 7.62) = 0.0133 eV⁻¹ Å⁻³.

The volume is 2×10⁹ Å³, so

Δ = 1/(0.0133 × 2×10⁹) = 3.76×10⁻⁸ eV.

The Thouless ratio is

E_Th/Δ = 1.27×10⁻⁶/3.76×10⁻⁸ = 33.8.

Thus G = 33.8 e²/ħ = 212 e²/h, or 8.2×10⁻³ S. The film is far from localization.

The correlation energy is

E_c = 9.18 × 1.27×10⁻⁶ = 1.17×10⁻⁵ eV,

equivalent to 0.135 K. The correlation field is

eB_c/h = 0.822/(10000 × 1000) = 8.2×10⁻⁸ Å⁻²,

or B_c = 0.034 T.

These values set the conditions for seeing the full fluctuations. The temperature should be well below 0.135 K, because thermal smearing averages over electrons within a few k_BT of the Fermi energy. At higher temperature, if coherence over L survives, roughly k_BT/E_c independent patterns are averaged, and the fluctuation falls roughly as √(E_c/k_BT). If coherence is lost within L, the coherence length replaces L as the relevant size, and the values of E_c and B_c above no longer apply; the classical relation between G and E_Th/Δ is not affected.

**Comparison with a quantum simulation**

The relation and the two scales were compared with a disordered tight-binding strip, spinless, 15 sites wide and 60 long, between clean leads. Energies are in units of the hopping. A fixed background field of four flux quanta through the strip suppresses the interference of time-reversed paths.

A golden-rule estimate gives D/L² = 0.00276, and counted eigenvalues give a spacing of 0.00833. The ratio is 0.332, and 2π times the unrounded ratio predicts a bulk conductance of 2.08 e²/h. The contacts add a resistance that does not depend on length, so the difference between the inverses of the mean conductances at lengths 25 and 60 estimates the bulk (averaging the resistances themselves gives a somewhat lower bulk conductance). The result is 1.82 e²/h, 13% below the prediction. It depends on the background field, being about 1.80 at two flux quanta and 1.92 at eight. With a ratio below one and a conductance near 2 e²/h, the strip does not satisfy the assumption G ≫ e²/h, so this is a comparison at the edge of the regime of the derivation. The simulation does not separate the possible causes, which include the golden-rule approximation, the small width and residual interference.

For the correlations, the contact resistance was treated as extra length, which raises the effective length from 60 to 73.9. The mean free path is not small compared with this narrow strip. Wall bounces reduce s by a factor 0.504, computed from straight flights with specular walls, and the field estimate was raised accordingly. Over 200 samples, the correlation between the original and the shifted conductance was:

- at one third of the estimated shift: 0.89 in energy, 0.97 in field;
- at the estimated shift: 0.48 in energy, 0.81 in field;
- at three times the estimated shift: 0.29 in energy, 0.43 in field.

The sampling uncertainty, estimated as (1 − r²)/√200 for a correlation r, is at most about 0.07. The energy correlation passes one half close to the estimate, but its tail is longer than that of C: at ω = 27.5, cosh √(2ω) exceeds 800 and C is below 0.1. The field correlation passes one half between one and three times the estimate. Part of this slower decay is expected, because the conductance correlation is a different function from C: with real s, F is 0.69 at the estimated shift and 0.14 at three times it, and it falls to one half at s = 4.5, a flux of 1.17 Φ₀. The cause of the remainder is not identified here. Finite width does not explain it through C, since the two-dimensional solution above lowers C at the estimated flux. The value 0.43 lies only about one sampling uncertainty below one half; a larger set of 700 samples gives 0.34 in field and 0.22 in energy at three times the estimates. These field values refer to the estimate raised by 1/√0.504 = 1.41 for wall bounces. Without that correction, a strip 20 sites wide and 40 long keeps a field correlation near 0.7 at three times the field estimate; that case is not part of the printed check. The energy estimate thus holds well in this model, the field estimate within a factor of three only with the wall-bounce correction. For the diffusive film, F puts the half point of the conductance correlation at 1.17 Φ₀/(LW) = 0.048 T, about 1.4 times the B_c derived from C.

The standard deviation of the strip's conductance is 0.295 e²/h, with a sampling error of about 5% of that value. It was obtained with the interference of time-reversed paths suppressed by the background field, so it does not apply at zero field. The dimensional argument allows a fluctuation of order e²/h but does not prove it. Carrying the simulated value over to the film, whose conductance is much larger, assumes that the size is insensitive to the mean conductance. This is the known universality of conductance fluctuations in the diffusive regime, which is not derived here. For a long, narrow diffusive wire with time reversal broken, the universal value is 1/√15 = 0.258 e²/h per spin, about 12% below the value for this strip, so the figures that follow may be high by about that much.

With two spin species that see the same potential and fluctuate together, the deviation doubles to 0.59 e²/h, a relative fluctuation of

0.59/212 = 2.8×10⁻³.

The Zeeman splitting at B_c, for a g-factor of 2, is 3.9×10⁻⁶ eV, one third of E_c. At several times B_c it becomes comparable with E_c, and the two spins begin to fluctuate separately. Four flux quanta through the film are nearly five times B_c, so at the field corresponding to the simulation the doubled value is an overestimate. For fully independent spins the variances add, and the deviation is √2 × 0.295 = 0.42 e²/h. In either case the fluctuation is a few parts in a thousand of the film's conductance.

The dimensional estimate of the energy scale, E_Th itself, was too small by a factor of nine because escape is governed by π²D/L². The estimate of one flux quantum lies 22% above the value 0.822 Φ₀ derived for C and 14% below the value 1.17 Φ₀ given by F, while the simulated conductance needed a larger field than that value predicts. The numerical check printed below gives the simulated values, apart from the converged two-dimensional solution, the values of F, the other background fields, the set of 700 samples and the strip 20 sites wide.

Computed values

```
Random flights: D/(v l) = 0.3286
Counted/formula density of states = 0.9983
Half-decay energy shift / E_Th = 9.181
Half-decay s for field shift = 2.224
Half-decay flux shift / (h/e) = 0.822
Grid correlation at energy half point = 0.5000
Grid correlation at flux half point, W/L=0.05: 0.5011
Grid correlation at flux half point, W/L=0.1: 0.4939
-- Lattice strip (hopping = lattice constant = hbar = 1, spinless)
Width, short length, long length = 15, 25, 60
Fermi energy, disorder width = -1.4, 2.0
Samples, open channels = 200, 9
Golden-rule scattering time = 3.773
Golden-rule D = 9.949
Counted level spacing = 0.00833
D/L^2 = 0.00276
Thouless ratio = 0.332
2 pi x Thouless ratio = 2.084
Mean Landauer g, short and long (e^2/h) = 2.983, 1.525
Bulk g with contacts removed (e^2/h) = 1.821
Standard deviation of g (e^2/h) = 0.295
Effective length with contacts = 73.9
Reduction of s by wall bounces = 0.504
Estimated correlation energy = 0.01673
Estimated correlation field (phase/plaquette) = 0.00657
Correlation at 1/3 x estimate: energy 0.885, field 0.968
Correlation at 1 x estimate: energy 0.479, field 0.809
Correlation at 3 x estimate: energy 0.290, field 0.428
-- Free-electron film
k_F = 1.0 1/angstrom, mean free path = 50.0 angstrom
L, W, t = 10000, 1000, 200 angstrom
hbar^2/m = 7.6200 eV angstrom^2
hbar D = 127.00 eV angstrom^2
Density of states = 0.01330 1/(eV angstrom^3)
E_Th = hbar D/L^2 = 1.270e-06 eV
Level spacing Delta = 3.760e-08 eV
E_Th/Delta = G/(e^2/hbar) = 33.77
G/(e^2/h) = 212.2
Drude G = 8.221e-03 S
Correlation energy E_c = 1.17e-05 eV
E_c/k_B = 0.135 K
e B_c/h = 8.22e-08 1/angstrom^2
Correlation field B_c = 0.0340 T
Zeeman splitting at B_c (g-factor 2) = 3.94e-06 eV
Fluctuation, two spins (e^2/h) = 0.59
Relative fluctuation of G = 2.78e-03
```
